**Minimal perturbation sets for zincblende at Gamma, X and L**

The program tests the criterion that a set of one-atom Cartesian perturbations fixes the force-constant matrix \(C(\mathbf q)\) if and only if the symmetry images of its vectors span the full space. Labels such as `1x` mean atom 1 displaced along \(x\); \(\mathbf q\) is in units of \(2\pi/a\), with \(a\) the cubic lattice constant. For every non-empty subset of the six perturbations, it asserts that the criterion agrees with the rank of the map from allowed matrices to computed columns, with and without Hermiticity. It also asserts that every minimal set reproduces the matrix of a spring model built without symmetry operations, and that this matrix has the derived form at each point. The output shows 2, 4 and 2 perturbations at Gamma, X and L, or 8 instead of 18. Further assertions cover the acoustic sum rule at Gamma, oblique displacements at X, and the use of Hermiticity as an error check. For diamond at one general wavevector, the output shows a reduction from six perturbations to three when time reversal is included.

## Program and output

```python
# Result under test: a set P of one-atom Cartesian perturbations fixes the whole
# force-constant matrix C(q) if and only if the symmetry images of its vectors
# span the full space; Hermiticity does not lower the number needed.
# Zincblende then needs 2, 4 and 2 perturbations at Gamma, X and L.
# Symbols: q, G in units 2 pi/a; TAU = atomic positions in units a;
# vectors are ordered 1x 1y 1z 2x 2y 2z; displacements vary as exp(i q.r).
# An operation is (U, anti): v -> U v, or U conj(v) if anti is True.
import itertools
import numpy as np
from scipy import constants as const

TAU = np.array([[0.0, 0.0, 0.0], [0.25, 0.25, 0.25]])
BONDS = 0.25 * np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
NAMES = ["1x", "1y", "1z", "2x", "2y", "2z"]
UNIT = np.eye(6, dtype=complex)
MASS = np.array([30.0, 70.0])
K_BOND = 8.0
K_SECOND = (0.5, 0.3)
K_ANGLE = (0.4, 0.6)


def spring_terms(k_second, k_angle):
    """Internal coordinates: (spring constant, [(atom, position, vector)])."""
    terms = []
    for d in BONDS:
        n = d / np.linalg.norm(d)
        terms.append((K_BOND, [(0, TAU[0], -n), (1, d, n)]))
    for atom in (0, 1):
        for i, j in itertools.combinations(range(3), 2):
            for sign in (1, -1):
                d = np.zeros(3)
                d[i], d[j] = 0.5, 0.5 * sign
                n = d / np.linalg.norm(d)
                terms.append((k_second[atom],
                              [(atom, TAU[atom], -n), (atom, TAU[atom] + d, n)]))
        arms = BONDS if atom == 0 else -BONDS
        for d1, d2 in itertools.combinations(arms, 2):
            n1, n2 = d1 / np.linalg.norm(d1), d2 / np.linalg.norm(d2)
            terms.append((k_angle[atom],
                          [(atom, TAU[atom], -n1 - n2),
                           (1 - atom, TAU[atom] + d1, n2),
                           (1 - atom, TAU[atom] + d2, n1)]))
    return terms


def response(terms, q, u):
    """Minus the force amplitudes caused by the displacement amplitudes u."""
    out = np.zeros(6, dtype=complex)
    for k, parts in terms:
        b = np.zeros(6, dtype=complex)
        for atom, r, vec in parts:
            b[3 * atom:3 * atom + 3] += vec * np.exp(2j * np.pi * q @ r)
        out += k * b.conj() * (b @ u)
    return out


def full_matrix(terms, q):
    return np.array([response(terms, q, e) for e in UNIT]).T


def is_reciprocal(G):
    n = np.rint(G).astype(int)
    return np.allclose(G, n, atol=1e-9) and len(set(n % 2)) == 1


def operations(q, diamond=False, time_reversal=True):
    ops = []
    for perm in itertools.permutations(range(3)):
        for signs in itertools.product((1, -1), repeat=3):
            swap = np.prod(signs) < 0
            if swap and not diamond:
                continue
            S = np.zeros((3, 3))
            S[range(3), perm] = signs
            for anti in ((False, True) if time_reversal else (False,)):
                G = S @ q + (q if anti else -q)
                if not is_reciprocal(G):
                    continue
                phase = np.exp((-2j if anti else 2j) * np.pi * (TAU @ G))
                U = np.zeros((6, 6), dtype=complex)
                for k in (0, 1):
                    t = 1 - k if swap else k
                    U[3 * t:3 * t + 3, 3 * k:3 * k + 3] = phase[t] * S
                ops.append((U, anti))
    return ops


def act(op, v):
    U, anti = op
    return U @ (v.conj() if anti else v)


def transform(op, M):
    U, anti = op
    return U @ (M.conj() if anti else M) @ U.conj().T


def image_matrix(ops, vectors):
    F = np.zeros((6, 6), dtype=complex)
    for op in ops:
        for v in vectors:
            w = act(op, v)
            F += np.outer(w, w.conj())
    return F


def spans(ops, vectors):
    return np.linalg.eigvalsh(image_matrix(ops, vectors))[0] > 1e-8


def reconstruct(ops, vectors, columns):
    Y = np.zeros((6, 6), dtype=complex)
    for op in ops:
        for v, c in zip(vectors, columns):
            Y += np.outer(act(op, c), act(op, v).conj())
    return Y @ np.linalg.inv(image_matrix(ops, vectors))


def allowed_space(ops, hermitian):
    """Real basis of all matrices invariant under ops, by group averaging."""
    seeds = []
    for i in range(6):
        for j in range(6):
            E = np.outer(UNIT[i], UNIT[j])
            if not hermitian:
                seeds += [E, 1j * E]
            elif i == j:
                seeds.append(E)
            elif i < j:
                seeds += [E + E.T, 1j * (E - E.T)]
    rows = []
    for M in seeds:
        A = sum(transform(op, M) for op in ops) / len(ops)
        rows.append(np.concatenate([A.real.ravel(), A.imag.ravel()]))
    _, s, vh = np.linalg.svd(np.array(rows), full_matrices=False)
    d = int(np.sum(s > 1e-9))
    return vh[:d].reshape(d, 2, 6, 6)


def subsets():
    for size in range(1, 7):
        yield from itertools.combinations(range(6), size)


def check_theorem(ops):
    """Compare span criterion with injectivity of the column map, all subsets."""
    dims = []
    for hermitian in (True, False):
        basis = allowed_space(ops, hermitian)
        d = len(basis)
        dims.append(d)
        for P in subsets():
            cols = basis[:, :, :, list(P)].reshape(d, -1)
            injective = np.linalg.matrix_rank(cols, tol=1e-9) == d
            assert injective == spans(ops, UNIT[list(P)])
    return dims


def minimal_sets(ops):
    good = [P for P in subsets() if spans(ops, UNIT[list(P)])]
    size = min(len(P) for P in good)
    return [P for P in good if len(P) == size]


def error(A, B):
    return np.max(np.abs(A - B))


def wavenumbers(C):
    m = np.repeat(MASS, 3)
    D = C / np.sqrt(np.outer(m, m))
    w2 = np.linalg.eigvalsh((D + D.conj().T) / 2)
    assert w2[0] > -1e-10
    return TO_CM * np.sqrt(np.maximum(w2, 0.0))


TO_CM = (np.sqrt(const.e / const.angstrom**2 / const.atomic_mass)
         / (2 * np.pi * const.c * 100))
terms = spring_terms(K_SECOND, K_ANGLE)
points = {"Gamma": np.zeros(3), "X": np.array([0.0, 0.0, 1.0]),
          "L": np.array([0.5, 0.5, 0.5])}
print(f"masses of atoms 1, 2: {MASS[0]:.0f}, {MASS[1]:.0f} u")
print(f"nearest-neighbour stretch constant: {K_BOND:.1f} eV/A^2")
print(f"second-neighbour constants 1-1, 2-2: {K_SECOND[0]}, {K_SECOND[1]} eV/A^2")
print(f"angle constants, centre 1, 2: {K_ANGLE[0]}, {K_ANGLE[1]} eV/A^2")

exact, groups, freq, total = {}, {}, {}, 0
for name, q in points.items():
    C = full_matrix(terms, q)
    ops = operations(q)
    exact[name], groups[name] = C, ops
    assert error(C, C.conj().T) < 1e-12
    assert all(error(transform(op, C), C) < 1e-11 for op in ops)
    dims = check_theorem(ops)
    best = minimal_sets(ops)
    assert len(best[0]) == {"Gamma": 2, "X": 4, "L": 2}[name]
    # time reversal does not change the count at these three points
    assert minimal_sets(operations(q, time_reversal=False)) == best
    worst = 0.0
    for P in best:
        vecs = UNIT[list(P)]
        R = reconstruct(ops, vecs, [response(terms, q, v) for v in vecs])
        worst = max(worst, error(R, C))
    assert worst < 1e-11
    freq[name] = wavenumbers(R)
    total += len(best[0])
    n_unitary = sum(not anti for _, anti in ops)
    print(f"{name}: unitary / antiunitary operations: "
          f"{n_unitary} / {len(ops) - n_unitary}")
    print(f"{name}: real parameters with / without Hermiticity: "
          f"{dims[0]} / {dims[1]}")
    print(f"{name}: first minimal set: {' '.join(NAMES[p] for p in best[0])}"
          f" (size {len(best[0])}, {len(best)} such sets)")
    print(f"{name}: largest reconstruction error below 1e-11 eV/A^2: {worst < 1e-11}")
    print(f"{name}: frequencies (cm^-1): " + " ".join(f"{w:.1f}" for w in freq[name]))
print(f"perturbations at the three points: {total} instead of {6 * len(points)}")

# Symmetry-adapted forms compared with the matrices of the spring model
I3 = np.eye(3)
OFF = np.ones((3, 3)) - I3
C = exact["Gamma"]
a, b, c = C[0, 0].real, C[0, 3].real, C[3, 3].real
assert error(C, np.block([[a * I3, b * I3], [b * I3, c * I3]])) < 1e-11
print(f"Gamma: a, b, c = {a:.4f}, {b:.4f}, {c:.4f} eV/A^2")
mu = MASS[0] * MASS[1] / MASS.sum()
assert abs(freq["Gamma"][-1] - TO_CM * np.sqrt(a / mu)) < 1e-6

C = exact["X"]
a1, c1, a2, c2, bx = (C[0, 0].real, C[2, 2].real, C[3, 3].real,
                      C[5, 5].real, C[0, 4].imag)
form = np.diag([a1, a1, c1, a2, a2, c2]).astype(complex)
form[0, 4] = form[1, 3] = 1j * bx
form[4, 0] = form[3, 1] = -1j * bx
assert error(C, form) < 1e-11
print(f"X: a1, c1, a2, c2, b = {a1:.4f}, {c1:.4f}, {a2:.4f}, {c2:.4f}, "
      f"{bx:.4f} eV/A^2")
pure = TO_CM * np.sqrt(np.array([c1, c2]) / MASS)
assert all(np.min(np.abs(freq["X"] - w)) < 1e-6 for w in pure)
print(f"X: modes of atom 1 alone, atom 2 alone along z: "
      f"{pure[0]:.1f}, {pure[1]:.1f} cm^-1")

C = exact["L"]
turn = np.exp(-0.25j * np.pi)
p1, r1, p2, r2 = C[0, 0].real, C[0, 1].real, C[3, 3].real, C[3, 4].real
s, t = (C[0, 3] / turn).real, (C[0, 4] / turn).real
B = turn * (s * I3 + t * OFF)
form = np.block([[p1 * I3 + r1 * OFF, B], [B.conj().T, p2 * I3 + r2 * OFF]])
assert error(C, form) < 1e-11
print(f"L: p1, r1, p2, r2 = {p1:.4f}, {r1:.4f}, {p2:.4f}, {r2:.4f} eV/A^2")
print(f"L: s, t = {s:.4f}, {t:.4f} eV/A^2")

# Acoustic sum rule: a uniform translation is a known vector with zero response
q, ops = points["Gamma"], groups["Gamma"]
vecs = [UNIT[0], UNIT[0] + UNIT[3]]
assert not spans(ops, vecs[:1])
R = reconstruct(ops, vecs, [response(terms, q, UNIT[0]), np.zeros(6)])
assert error(R, exact["Gamma"]) < 1e-11
print(f"Gamma: computed perturbations needed with the sum rule: {len(vecs) - 1}")

# Oblique one-atom displacements at X
q, ops = points["X"], groups["X"]
vecs = [(UNIT[0] + UNIT[2]) / np.sqrt(2), (UNIT[3] + UNIT[5]) / np.sqrt(2)]
assert not spans(ops, vecs[:1]) and not spans(ops, vecs[1:])
R = reconstruct(ops, vecs, [response(terms, q, v) for v in vecs])
assert error(R, exact["X"]) < 1e-11
print(f"X: oblique (1,0,1) perturbations that suffice: {len(vecs)}")

# Hermiticity as an error check: spoil one element of the 2x column at Gamma
q, ops = points["Gamma"], groups["Gamma"]
vecs = [UNIT[0], UNIT[3]]
spoil = 0.01
print(f"Gamma: error put into one element of column 2x: {spoil:.4f} eV/A^2")
residual = {}
for row in (0, 3):
    cols = [response(terms, q, v) for v in vecs]
    cols[1][row] += spoil
    R = reconstruct(ops, vecs, cols)
    residual[row] = error(R, R.conj().T)
    print(f"Gamma: largest |C - C^dagger| with error in row {NAMES[row]}: "
          f"{residual[row]:.4f} eV/A^2")
assert abs(residual[0] - spoil) < 1e-11 and residual[3] < 1e-11

# Diamond structure at a general q: inversion with time reversal swaps the atoms
q = np.array([0.13, 0.27, 0.41])
dia_terms = spring_terms((0.5, 0.5), (0.4, 0.4))
C = full_matrix(dia_terms, q)
sizes = []
for tr in (False, True):
    ops = operations(q, diamond=True, time_reversal=tr)
    assert all(error(transform(op, C), C) < 1e-11 for op in ops)
    check_theorem(ops)
    best = minimal_sets(ops)
    vecs = UNIT[list(best[0])]
    R = reconstruct(ops, vecs, [response(dia_terms, q, v) for v in vecs])
    assert error(R, C) < 1e-11
    sizes.append(len(best[0]))
assert sizes == [6, 3]
print(f"diamond, q = ({q[0]}, {q[1]}, {q[2]}) 2pi/a: perturbations without / with "
      f"time reversal: {sizes[0]} / {sizes[1]}")
print("tests ok")
```

Output:

```
masses of atoms 1, 2: 30, 70 u
nearest-neighbour stretch constant: 8.0 eV/A^2
second-neighbour constants 1-1, 2-2: 0.5, 0.3 eV/A^2
angle constants, centre 1, 2: 0.4, 0.6 eV/A^2
Gamma: unitary / antiunitary operations: 24 / 24
Gamma: real parameters with / without Hermiticity: 3 / 4
Gamma: first minimal set: 1x 2x (size 2, 9 such sets)
Gamma: largest reconstruction error below 1e-11 eV/A^2: True
Gamma: frequencies (cm^-1): 0.0 0.0 0.0 415.5 415.5 415.5
X: unitary / antiunitary operations: 8 / 8
X: real parameters with / without Hermiticity: 5 / 6
X: first minimal set: 1x 1z 2x 2z (size 4, 4 such sets)
X: largest reconstruction error below 1e-11 eV/A^2: True
X: frequencies (cm^-1): 186.6 186.6 263.5 400.8 400.8 431.4
L: unitary / antiunitary operations: 6 / 6
L: real parameters with / without Hermiticity: 6 / 8
L: first minimal set: 1x 2x (size 2, 9 such sets)
L: largest reconstruction error below 1e-11 eV/A^2: True
L: frequencies (cm^-1): 135.1 135.1 258.4 407.2 407.2 423.6
perturbations at the three points: 8 instead of 18
Gamma: a, b, c = 13.3333, -13.3333, 13.3333 eV/A^2
X: a1, c1, a2, c2, b = 15.3333, 20.5333, 14.5333, 17.8667, -8.0000 eV/A^2
X: modes of atom 1 alone, atom 2 alone along z: 431.4, 263.5 cm^-1
L: p1, r1, p2, r2 = 16.1333, 1.8000, 15.0667, 1.1333 eV/A^2
L: s, t = -6.6667, 4.0000 eV/A^2
Gamma: computed perturbations needed with the sum rule: 1
X: oblique (1,0,1) perturbations that suffice: 2
Gamma: error put into one element of column 2x: 0.0100 eV/A^2
Gamma: largest |C - C^dagger| with error in row 1x: 0.0100 eV/A^2
Gamma: largest |C - C^dagger| with error in row 2x: 0.0000 eV/A^2
diamond, q = (0.13, 0.27, 0.41) 2pi/a: perturbations without / with time reversal: 6 / 3
tests ok
```
